Free-Energy Error from Dropping a Spurious Imaginary Mode

**Problem**

A geometry optimization of a gas-phase molecule has converged to what is physically a minimum. The computed Hessian nevertheless gives one small imaginary wavenumber, 20i cm⁻¹, caused by numerical noise. Suppose that the true mode is a harmonic vibration of 30 cm⁻¹.

(a) By how much does the free energy at 298.15 K change if the mode is left out of the partition function instead of being kept at 30 cm⁻¹?

(b) How can noise reverse the sign of a curvature and yet hardly matter thermally?

(c) How far does the answer depend on the assumed wavenumber and on the harmonic model?

(d) What does the omission do to a computed vapour pressure at 400 K?

**Conventions**

Let ν be the wavenumber of the mode and define the thermal energy as a wavenumber,

τ = k_B T/(hc), x = ν/τ.

At 298.15 K, τ = 207.22 cm⁻¹ and RT = 2.4790 kJ/mol. An energy in cm⁻¹ therefore becomes a molar energy on multiplication by RT/τ. Energies are measured from the minimum of the potential, so the zero-point energy belongs to the mode. The mode is taken as separable, and the electronic energy and all other modes are held fixed. Its partition function z does not depend on volume, so its contributions to the Gibbs and Helmholtz energies are equal.

**Solution of (a): the harmonic mode**

The levels are ν(n + 1/2), with n = 0, 1, 2, … Their Boltzmann sum is a geometric series with ratio e^(−x) < 1:

z = e^(−x/2) (1 + e^(−x) + e^(−2x) + …) = e^(−x/2)/(1 − e^(−x)).

Multiplying numerator and denominator by e^(x/2) gives

z = 1/(e^(x/2) − e^(−x/2)) = 1/[2 sinh(x/2)].

The mode contributes G_mode = −RT ln z. Leaving it out replaces z by 1, and hence G_mode by zero. The change, "dropped" minus "kept", is

ΔG = 0 − (−RT ln z) = RT ln z = −RT ln[2 sinh(x/2)].

For a soft mode x is small. The series of the hyperbolic sine gives

2 sinh(x/2) = x + x³/24 + … = x(1 + x²/24 + …),

and, since ln(1 + y) ≈ y for small y,

ΔG ≈ RT[ln(1/x) − x²/24].

Here x = 30/207.22 = 0.1448. The first term is 4.791 kJ/mol and the second is −0.002 kJ/mol, so

ΔG = 4.79 kJ/mol, or 1.14 kcal/mol.

Dropping the mode raises the free energy by about 4.8 kJ/mol.

The size of this number comes from entropy. With β = 1/τ, the mean energy in wavenumbers is −∂ ln z/∂β. Since ln z = −ln[2 sinh(βν/2)], this derivative is (ν/2) coth(x/2). In molar units,

U = RT (x/2) coth(x/2) = 2.48 kJ/mol,

close to the classical value RT. The entropy term follows from G_mode = U − TS:

TS = U + ΔG = 2.48 + 4.79 = 7.27 kJ/mol.

Omitting the mode discards both terms, and the lost entropy outweighs the lost energy. The zero-point energy is part of U and amounts to 0.18 kJ/mol. If it were retained while the thermal part alone was dropped, the rise would be 4.97 kJ/mol.

The sign is not the same for every mode. ΔG is positive if z > 1, that is, if 2 sinh(x/2) < 1. The boundary is at

x = 2 arsinh(1/2) = 0.962, or ν = 199.4 cm⁻¹ at 298.15 K.

Dropping a stiffer harmonic mode lowers the free energy, because the lost zero-point energy is then the larger effect.

**Solution of (b): a wrong curvature on a nearly correct surface**

Use a dimensionless coordinate q and its conjugate momentum p. In wavenumbers the true Hamiltonian is

H₀ = (ν/2)(p² + q²).

Represent the noise by a ripple W = a cos(κq). This form and the value of κ used below are chosen for illustration. They stand for noise in the energy surface itself, such as that from an integration grid, and not for every cause of a wrong Hessian (a residual gradient or inaccurate derivatives are others). The point q = 0 remains stationary, but the second derivative of the potential there becomes

K = ν − aκ².

For a Hamiltonian νp²/2 + Kq²/2 the squared wavenumber is νK, so the Hessian reports

ν_rep² = ν² − νaκ².

With κ = 3, a ripple of a = 4.815 cm⁻¹ gives 900 − 1300 = −400 cm⁻², which is the reported 20i cm⁻¹. The amplitude is about 2% of τ. A second derivative multiplies the ripple by κ², whereas the Boltzmann factor responds to its height.

This can be made into a bound. Since −a ≤ W ≤ a, the variational (min-max) principle says that each level, counted in order, moves by at most a. Every Boltzmann factor then changes by a factor between e^(−a/τ) and e^(a/τ), and so does z. The free energy therefore changes by at most a, here 0.058 kJ/mol. In this comparison both energies are counted from one fixed zero, the minimum of the noise-free surface. An electronic energy computed at q = 0 on the rippled surface is itself too high by a; that is a separate error of the same small size.

The actual change is much smaller, because the thermal motion averages over the ripple. In a harmonic oscillator half the mean energy is potential, so ν⟨q²⟩/2 equals half of (ν/2) coth(x/2), and

⟨q²⟩ = (1/2) coth(x/2) ≈ 1/x = 6.9.

The distribution of q is Gaussian, so the mean of W is a exp(−κ²⟨q²⟩/2). The exponent is about −31 and this mean is negligible. Classically, the free-energy change is −τ ln⟨e^(−W/τ)⟩. Expanding to second order in W/τ, with ⟨W⟩ ≈ 0 and ⟨W²⟩ ≈ a²/2, gives

−⟨W²⟩/(2τ) = −a²/(4τ) = −0.028 cm⁻¹,

or about −0.0003 kJ/mol. Diagonalizing the quantum Hamiltonian with and without the ripple also gives −0.0003 kJ/mol. For this ripple the reported frequency is qualitatively wrong, while the true 30 cm⁻¹ oscillator still gives the free energy to within about 0.06 kJ/mol, even with the electronic energy taken at q = 0. A longer ripple must be higher to give the same 20i cm⁻¹, since a is proportional to 1/κ²: at κ = 1 it is 43 cm⁻¹, or 0.52 kJ/mol.

The argument rests on the premise that the imaginary sign is noise. If the energy falls along the mode by much more than the numerical noise, the structure is not a minimum and must be optimized further. At a genuine transition state the reaction coordinate is rightly omitted from the transition-state partition function, and ΔG is not an error there.

**Solution of (c): wavenumber and shape of the potential**

The imaginary value does not determine the true wavenumber. In the ripple model, the same 20i could result from another ν with another a. To find the sensitivity, differentiate ΔG at fixed temperature, using dx/d ln ν = x:

d(ΔG)/d ln ν = −RT x · (1/2) coth(x/2) = −U.

For a soft mode this is nearly −RT, so a small relative error in ν costs about that fraction of 2.5 kJ/mol. For larger errors the logarithm is needed. Simply removing the "i" and using 20 cm⁻¹ would give ΔG = 5.8 kJ/mol, whereas 50 cm⁻¹ gives 3.5 kJ/mol. Either of these values is thus closer to the 30 cm⁻¹ result than omission is.

A soft mode can be a torsion, whose potential is periodic. Take

V(φ) = (V₀/2)(1 − cos nφ),

with n equivalent wells and rotational constant B. The Hamiltonian in wavenumbers is Bm² + V(φ), where m is the angular momentum in units of ħ. Near a minimum, V ≈ (1/2)kφ² with k = n²V₀/2. Comparing Bm² with the usual p²/(2M) shows that 1/M = 2B when ħ = 1. The harmonic wavenumber is therefore

ν = √(k/M) = √(2Bk) = n√(V₀B).

The classical partition function for one well is the phase-space integral over the full circle divided by n:

z = [1/(2πn)] ∫dm e^(−Bm²/τ) ∫dφ e^(−V/τ).

The first integral, over all m, is √(πτ/B). Put u = V₀/(2τ). The second, over 2π, is e^(−u) ∫dφ e^(u cos nφ) = 2π e^(−u) I₀(u), where I₀ is the modified Bessel function. Thus

z = (1/n) √(πτ/B) e^(−u) I₀(u).

This has two useful limits. For a high barrier, e^(−u) I₀(u) ≈ [1 + 1/(8u)]/√(2πu). Since 2πu = πV₀/τ,

z ≈ [τ/(n√(V₀B))] [1 + 1/(8u)] = (τ/ν)[1 + 1/(8u)].

The leading factor is the classical harmonic result. The correction is positive because the cosine well is softer than its parabola. For a vanishing barrier, z tends to √(πτ/B)/n, which no longer contains ν.

Consider first a heavy ligand with B = 0.2 cm⁻¹ and n = 2. A harmonic wavenumber of 30 cm⁻¹ requires

V₀ = 30²/(4 × 0.2) = 1125 cm⁻¹,

so u = 2.71. The quantum levels of this torsion give ΔG = 4.94 kJ/mol, which is 0.15 kJ/mol above the harmonic value. The leading correction RT/(8u) supplies 0.11 kJ/mol of this. The harmonic root-mean-square swing follows from k⟨φ²⟩/2 = (ν/4) coth(x/2) and k = ν²/(2B):

⟨φ²⟩ = (B/ν) coth(x/2).

It is 17°, well inside the 90° from the minimum to the top of the barrier.

A methyl group on a heavy frame behaves differently. For a C–H length of 0.109 nm and tetrahedral angles, B = 5.28 cm⁻¹. With n = 3, the same 30 cm⁻¹ now requires

V₀ = 30²/(9 × 5.28) = 18.9 cm⁻¹,

less than a tenth of τ. The harmonic formula would give a swing of 89°, beyond the barrier top at 60°. The group is a nearly free rotor, and its quantum levels give ΔG = 3.13 kJ/mol. The harmonic answer is too large by 1.66 kJ/mol, so the wavenumber alone does not establish that the estimate applies.

The thermochemical convention matters as well. Grimme's quasi-harmonic treatment interpolates between the oscillator entropy and that of a free rotor, with oscillator weight

w = 1/[1 + (100 cm⁻¹/ν)⁴] = 0.0080.

The rotor is assigned the moment of inertia h/(8π²cν), apart from a small averaging correction, so its rotational constant equals ν. Its partition function is √(πτ/ν) = √(π/x). The mean energy is RT/2, and hence

TS_rotor = RT[1/2 + (1/2) ln(π/x)] = 5.05 kJ/mol.

The weighted entropy term is 0.0080 × 7.27 + 0.9920 × 5.05 = 5.07 kJ/mol. If the kept mode is given this entropy together with the harmonic energy U, dropping it altogether raises G by 5.07 − 2.48 = 2.59 kJ/mol. The 4.8 kJ/mol thus belongs to the harmonic convention. For the heavy ligand, the quasi-harmonic value is 2.35 kJ/mol below that of the one-dimensional quantum torsion.

| Treatment of the kept mode | T (K) | ΔG (kJ/mol) |
|---|---:|---:|
| Harmonic, 20 cm⁻¹ | 298.15 | 5.8 |
| Harmonic, 30 cm⁻¹ | 298.15 | 4.8 |
| Harmonic, 50 cm⁻¹ | 298.15 | 3.5 |
| Heavy-ligand torsion, 30 cm⁻¹ | 298.15 | 4.9 |
| Methyl torsion, 30 cm⁻¹ | 298.15 | 3.1 |
| Quasi-harmonic, 30 cm⁻¹ | 298.15 | 2.6 |
| Harmonic, 30 cm⁻¹ | 400 | 7.4 |

**Solution of (d): equilibrium and vapour pressure**

If the affected molecule appears once, on one side of a reaction, its equilibrium constant is wrong by the factor

e^(ΔG/RT) = z = 6.9 at 298.15 K.

The constant is too small if the molecule is a product and too large if it is a reactant. If a mode of the same wavenumber is dropped once on each side, the two errors cancel.

For vaporization, let the vapour be an ideal gas of one species and hold the free energy G_c of the condensed phase fixed. With G° the gas free energy at the reference pressure p°, equilibrium requires

G° + RT ln(p/p°) = G_c,

so

p = p° exp[(G_c − G°)/RT].

Raising G° by ΔG divides p by z. At 400 K the harmonic shift is 7.40 kJ/mol and z = 9.26. A vapour pressure that should be 1 Torr is then computed as

p = 1 Torr/9.26 = 0.108 Torr.

The wavenumber, the ligand's B, the temperature and the pressure are rough round values, not data for a particular compound. For the assumed ligand torsion, anharmonicity adds 0.29 kJ/mol at 400 K, which makes the factor about 9% larger. A real molecule can have several soft modes. Within the separable model their shifts add, so two dropped 30 cm⁻¹ modes would cost 9.6 kJ/mol at 298.15 K. Real torsions also couple to one another and to overall rotation; that effect is neglected here and its size has not been estimated. The numerical output gives the values to more digits than this model warrants for a real molecule.

Computed results

```
Room temperature: 298.15 K
Mode wavenumber: 30 cm^-1
kT at room temperature: 207.22 cm^-1
RT at room temperature: 2.4790 kJ/mol
x = h c nu / kT: 0.14477 (no unit)
Shift on dropping, from levels: 4.7887 kJ/mol
Shift on dropping, formula: 4.7887 kJ/mol
Shift on dropping, converted: 1.145 kcal/mol
Zero-point part of A: 0.1794 kJ/mol
Thermal part of A: -4.9681 kJ/mol
Mean energy U: 2.4833 kJ/mol
Entropy term TS: 7.2720 kJ/mol
Estimate RT ln(1/x): 4.7908 kJ/mol
Next term -RT x^2/24: -0.0022 kJ/mol
Wavenumber where shift vanishes: 199.4 cm^-1
Slope d(shift)/d ln(nu): -2.4833 kJ/mol
Shift if mode is 20 cm^-1: 5.795 kJ/mol
Shift if mode is 50 cm^-1: 3.519 kJ/mol
Ripple parameter kappa: 3 (no unit)
Ripple amplitude: 4.815 cm^-1
Ripple amplitude (bound): 0.0576 kJ/mol
Reported imaginary wavenumber: 20.00i cm^-1
Free-energy change by ripple: -0.000301 kJ/mol
Ligand rotational constant: 0.20 cm^-1
Ligand number of wells: 2
Ligand barrier: 1125.0 cm^-1
Ligand first level gap: 29.799 cm^-1
Ligand rms swing, harmonic: 17.4 degrees
Ligand shift, quantum torsion: 4.9405 kJ/mol
Ligand shift, classical torsion: 4.9422 kJ/mol
Ligand anharmonic change: 0.1518 kJ/mol
Methyl C-H length: 0.109 nm
Methyl rotational constant: 5.279 cm^-1
Methyl barrier for same wavenumber: 18.94 cm^-1
Methyl shift, quantum torsion: 3.1323 kJ/mol
Methyl shift, classical torsion: 3.1323 kJ/mol
Quasi-harmonic weight of oscillator: 0.00803 (no unit)
Free-rotor entropy term TS: 5.0526 kJ/mol
Quasi-harmonic entropy term TS: 5.0704 kJ/mol
Quasi-harmonic shift: 2.5872 kJ/mol
Factor in K at room temperature: 6.901 (no unit)
Delivery temperature: 400 K
Shift at delivery temperature: 7.4032 kJ/mol
Ligand anharmonic change there: 0.2942 kJ/mol
Factor in K at delivery: 9.263 (no unit)
Vapour pressure, mode kept: 1.00 Torr
Vapour pressure, mode dropped: 0.1080 Torr
```
